# Full-history Anderson and Pulay mixing, GMRES and the dielectric spectrum: verification in Python

```python
"""
Result under test: full-history Anderson/Pulay mixing for the linear residual
f(n) = b - E n has the GMRES iterate as its optimal average, and its next input
is that iterate plus P times the GMRES residual, as long as GMRES does not
stagnate. For self-adjoint E P the spectrum bounds the iteration count.

E: dielectric operator 1 - chi0 K      P: fixed preconditioner
S: root of the metric, |r|_M = |S r|   n: density coefficients
Hartree atomic units; densities vary along one direction of a periodic cell.
The identity is one of exact arithmetic, so the cell models are treated with
long fixed-point numbers: an integer i stands for i / 2**BITS.
"""
import math
import numpy as np
from mpmath import mp
from scipy.linalg import lstsq

BITS = 400
mp.dps = 150


def anderson(E, b, P, S, steps):
    """Double precision: averages, residual norms and next inputs; n0 = 0."""
    n = np.zeros(len(b))
    inputs, residuals = [], []
    averages, norms, following = [], [], []
    for k in range(steps + 1):
        inputs.append(n)
        residuals.append(b - E @ n)
        average, rbar = inputs[-1], residuals[-1]
        if k > 0:
            dX = np.diff(np.array(inputs).T, axis=1)
            dR = np.diff(np.array(residuals).T, axis=1)
            size = np.linalg.norm(S @ dR, axis=0)
            size[size == 0] = 1.0
            dX, dR = dX / size, dR / size
            gamma = lstsq(S @ dR, S @ rbar)[0]
            average = average - dX @ gamma
            rbar = rbar - dR @ gamma
        n = average + P @ rbar
        averages.append(average)
        norms.append(np.linalg.norm(S @ rbar))
        following.append(n)
    return averages, np.array(norms), following


def gmres(E, b, P, S, steps):
    """Double precision: minimise over an orthonormal Krylov basis; n0 = 0."""
    S_inv = np.linalg.inv(S)
    A = S @ E @ P @ S_inv
    r0 = S @ b
    basis = [r0 / np.linalg.norm(r0)]
    iterates, norms = [np.zeros(len(b))], [np.linalg.norm(r0)]
    for k in range(1, steps + 1):
        if k > 1:
            q = A @ basis[-1]
            for _ in range(2):
                Q = np.array(basis).T
                q = q - Q @ (Q.T @ q)
            basis.append(q / np.linalg.norm(q))
        Q = np.array(basis).T
        y = lstsq(A @ Q, r0)[0]
        iterates.append(P @ (S_inv @ (Q @ y)))
        norms.append(np.linalg.norm(r0 - A @ (Q @ y)))
    return iterates, np.array(norms)


# ---- long fixed-point versions; p and w are diagonals of P and the metric ----
to_long = np.vectorize(lambda t: int(t * 2.0**BITS), otypes=[object])


def to_float(v):
    return np.array([int(t) / 2**BITS for t in v])


def long_norm(v, w):
    return math.isqrt(int(((w * v) >> BITS) @ v))


def long_fit(Z, r, w):
    """Coefficients y that minimise the metric norm of r - Z y."""
    WZ = (w[:, None] * Z) >> BITS
    gram, rhs = WZ.T @ Z, WZ.T @ r
    y = mp.lu_solve(mp.matrix(gram.tolist()), mp.matrix(rhs.tolist()))
    return np.array([int(mp.ldexp(t, BITS)) for t in y], dtype=object)


def long_anderson(E, b, p, w, steps, depth=None):
    """Mixing from its definition, with stored densities and residuals."""
    n = b * 0
    inputs, residuals = [], []
    averages, norms, following = [], [], []
    for k in range(steps + 1):
        inputs.append(n)
        residuals.append(b - ((E @ n) >> BITS))
        first = 0 if depth is None else max(0, k - depth)
        average, rbar = inputs[-1], residuals[-1]
        if k > 0:
            X = np.array(inputs[first:], dtype=object).T
            R = np.array(residuals[first:], dtype=object).T
            dX, dR = X[:, 1:] - X[:, :-1], R[:, 1:] - R[:, :-1]
            gamma = long_fit(dR, rbar, w)
            average = average - ((dX @ gamma) >> BITS)
            rbar = rbar - ((dR @ gamma) >> BITS)
        n = average + ((p * rbar) >> BITS)
        averages.append(average)
        norms.append(long_norm(rbar, w) / 2**BITS)
        following.append(n)
    return averages, np.array(norms), following


def long_gmres(E, b, p, w, steps, tol):
    """GMRES from an orthonormal Krylov basis, stopped at the tolerance."""
    iterates, norms = [b * 0], [long_norm(b, w) / 2**BITS]
    basis, images, q = [], [], b
    for _ in range(steps):
        for s in basis:
            overlap = int(((w * s) >> BITS) @ q) >> BITS
            q = q - ((s * overlap) >> BITS)
        q = (q << BITS) // long_norm(q, w)
        basis.append(q)
        q = (E @ ((p * q) >> BITS)) >> BITS
        images.append(q)
        Q = np.array(basis, dtype=object).T
        Z = np.array(images, dtype=object).T
        y = long_fit(Z, b, w)
        iterates.append((p * ((Q @ y) >> BITS)) >> BITS)
        rest = b - ((Z @ y) >> BITS)
        norms.append(long_norm(rest, w) / 2**BITS)
        if norms[-1] <= tol * norms[0]:
            break
    return iterates, np.array(norms)


# ---- general non-normal problem with a general preconditioner ----
rng = np.random.default_rng(7)
size = 12
one = np.eye(size)
E = one + 0.5 * rng.standard_normal((size, size)) / np.sqrt(size)
P = one + 0.2 * rng.standard_normal((size, size)) / np.sqrt(size)
b = rng.standard_normal(size)
steps = 7
xg, rg = gmres(E, b, P, one, steps)
xa, ra, nxt = anderson(E, b, P, one, steps)
assert np.all(np.diff(rg) < 0)
err_avg = max(np.linalg.norm(u - v) for u, v in zip(xa, xg))
err_next = max(np.linalg.norm(u - v - P @ (b - E @ v))
               for u, v in zip(nxt, xg))
err_lag = max(np.linalg.norm(b - E @ u - (one - E @ P) @ (b - E @ v))
              for u, v in zip(nxt, xg))
assert max(err_avg, err_next, err_lag) < 1e-8
gap = np.linalg.norm(nxt[2] - xg[3]) / np.linalg.norm(xg[3])
assert gap > 1e-3
print(f"General problem: dimension {size}, steps {steps}")
print(f"  max |average - GMRES iterate| = {err_avg:.1e}")
print(f"  max |next input - (GMRES + P r)| = {err_next:.1e}")
print(f"  relative |input 3 - GMRES iterate 3| = {gap:.4f}")

# ---- Pulay's bordered equations, next input = sum of alpha_j F(n_j) ----
xg1, _ = gmres(E, b, one, one, 6)
n, ins, res, err_pulay = np.zeros(size), [], [], 0.0
for k in range(7):
    ins.append(n)
    res.append(b - E @ n)
    R = np.array(res).T
    border = np.ones((k + 2, k + 2))
    border[:-1, :-1] = R.T @ R
    border[-1, -1] = 0.0
    alpha = np.linalg.solve(border, np.eye(k + 2)[-1])[:-1]
    n = (np.array(ins).T + R) @ alpha
    expected = xg1[k] + b - E @ xg1[k]
    err_pulay = max(err_pulay, np.linalg.norm(n - expected))
assert err_pulay < 1e-6
print(f"  Pulay: max |next input - (GMRES + r)| = {err_pulay:.1e}")

# ---- few distinct eigenvalues: finite termination ----
levels = np.repeat([1.0, 2.0, 5.0, 9.0], 3)
V = np.linalg.qr(rng.standard_normal((size, size)))[0]
E4 = V @ np.diag(levels) @ V.T
_, r4, _ = anderson(E4, b, 0.3 * one, one, 4)
assert r4[4] < 1e-10 * r4[0] and r4[3] > 1e-6 * r4[0]
print("Distinct eigenvalues 1, 2, 5, 9 in dimension 12:")
print(f"  relative residual, step 3: {r4[3]/r4[0]:.2e}")
print(f"  relative residual, step 4: {r4[4]/r4[0]:.1e}")

# ---- one spectrum, two operators: stagnation against convergence ----
spectrum = np.linspace(1.0, 2.0, 6)
companion = np.diag(np.ones(5), -1)
companion[:, -1] = -np.poly(spectrum)[:0:-1]
found = np.sort(np.linalg.eigvals(companion).real)
assert np.allclose(found, spectrum, atol=1e-6)
I6, e1 = np.eye(6), np.eye(6)[0]
_, r_comp = gmres(companion, e1, I6, I6, 6)
_, r_stuck, n_stuck = anderson(companion, e1, I6, I6, 8)
_, r_sym = gmres(np.diag(spectrum), np.ones(6) / np.sqrt(6), I6, I6, 5)
assert np.allclose(r_comp[:6], 1.0) and r_comp[6] < 1e-8
assert np.allclose(r_stuck, 1.0)
assert np.allclose(n_stuck[1], n_stuck[0])
assert r_sym[5] < 1e-2
print(f"Six eigenvalues from {found[0]:.2f} to {found[-1]:.2f}:")
print(f"  companion, GMRES residual, step 5: {r_comp[5]:.3f}")
print(f"  companion, GMRES residual, step 6: {r_comp[6]:.1e}")
print(f"  companion, Anderson residual, step 8: {r_stuck[8]:.3f}")
print(f"  symmetric, GMRES residual, step 5: {r_sym[5]:.2e}")

# ---- metal, insulator and Kerker-preconditioned metal ----
k0_sq = 1.0        # mean of 4 pi D(x), bohr^-2
polar = 5.0        # mean of 4 pi a(x), dimensionless
modulation, period = 0.5, 5.0
tol, beta = 1e-6, 0.5


def build(kind, L):
    """Operators in the real, neutral Fourier basis of a cell of length L."""
    top = int(round(L))
    points = 2 * top + 1
    x = np.arange(points) * L / points
    g = 2 * np.pi * np.arange(1, top + 1) / L
    c = np.sqrt(2 / points) * np.cos(np.outer(x, g))
    s = np.sqrt(2 / points) * np.sin(np.outer(x, g))
    Q, gradient = np.hstack([c, s]), np.hstack([-s * g, c * g])
    G2 = np.concatenate([g, g])**2
    coulomb = 4 * np.pi / G2
    shape = 1 + modulation * np.cos(2 * np.pi * x / period)
    if kind == "insulator":
        a = polar * shape / (4 * np.pi)
        chi0 = -gradient.T @ (a[:, None] * gradient)
    else:
        D = k0_sq * shape / (4 * np.pi)
        chi0 = -Q.T @ (np.diag(D) - np.outer(D, D) / D.sum()) @ Q
    E = np.eye(len(G2)) - chi0 * coulomb
    p = G2 / (G2 + k0_sq) if kind == "kerker" else np.ones(len(G2))
    v_ext = 0.1 * np.exp(-0.5 * (x - 0.3 * L)**2)
    return E, chi0 @ (Q.T @ v_ext), p, np.sqrt(coulomb * p), G2.min()


def chebyshev_count(kappa):
    z = (kappa + 1) / (kappa - 1)
    return int(np.ceil(np.arccosh(1 / tol) / np.arccosh(z)))


print(f"Model: mean k^2 = {k0_sq} bohr^-2, mean 4 pi a = {polar}")
print(f"  modulation {modulation}, period {period} bohr, beta {beta}")
print("  potential: height 0.1 hartree, Gaussian width 1 bohr")
print(f"  target relative residual {tol:.0e}")
print("kind, L/bohr, lambda_min, lambda_max, kappa, steps, bound")
lengths = [20.0, 40.0, 80.0, 160.0]
counts, bounds = {}, {}
worst, drift_mix, drift_gmres = 0.0, 0.0, 0.0
low, high = 1 - modulation, 1 + modulation
for kind in ("metal", "insulator", "kerker"):
    counts[kind], bounds[kind] = [], []
    for L in lengths:
        E, b, p, root, G2min = build(kind, L)
        A = (root[:, None] * E) * (p / root)
        assert np.allclose(A, A.T, atol=1e-9 * np.abs(A).max())
        lam = np.linalg.eigvalsh((A + A.T) / 2)
        if kind == "metal":
            assert lam[0] >= 1 - 1e-9
            assert lam[-1] >= 1 + low * k0_sq / G2min - 1e-8
            assert lam[-1] <= 1 + high * k0_sq / G2min + 1e-8
        else:
            edges = (low, high)
            if kind == "insulator":
                edges = (1 + polar * low, 1 + polar * high)
            assert edges[0] - 1e-8 <= lam[0]
            assert lam[-1] <= edges[1] + 1e-8
        kappa = lam[-1] / lam[0]

        El, bl, wl = to_long(E), to_long(b), to_long(root**2)
        pl = to_long(beta * p)
        xg, rg = long_gmres(El, bl, pl, wl, 60, tol)
        k_end = len(rg) - 1
        xa, ra, nxt = long_anderson(El, bl, pl, wl, k_end)
        scale = long_norm(xg[-1], wl)
        diff = max(long_norm(u - v, wl) / scale for u, v in zip(xa, xg))
        worst = max(worst, diff)
        assert diff < 1e-15
        assert rg[-1] <= tol * rg[0] and np.all(np.diff(rg) < 0)
        assert int(np.argmax(ra <= tol * ra[0])) == k_end
        z = (kappa + 1) / (kappa - 1)
        limit = 1 / np.cosh(np.arange(k_end + 1) * np.arccosh(z))
        assert np.all(rg / rg[0] <= limit * (1 + 1e-8) + 1e-10)

        S, P = np.diag(root), beta * np.diag(p)
        reference = [to_float(v) for v in xg]
        size_ref = np.linalg.norm(S @ reference[-1])
        xd, rd, _ = anderson(E, b, P, S, k_end)
        xk, _ = gmres(E, b, P, S, k_end)
        drift_mix = max([drift_mix] + [
            np.linalg.norm(S @ (u - v)) / size_ref
            for u, v in zip(xd, reference)])
        drift_gmres = max([drift_gmres] + [
            np.linalg.norm(S @ (u - v)) / size_ref
            for u, v in zip(xk, reference)])

        if kind == "metal":
            exact = np.linalg.solve(E, b)
            error = np.linalg.norm(S @ (to_float(xa[-1]) - exact))
            assert error <= 1.01 * tol * ra[0]
        counts[kind].append(k_end)
        bounds[kind].append(chebyshev_count(kappa))
        print(f"  {kind:9s} {L:5.0f} {lam[0]:7.4f} {lam[-1]:9.4f} "
              f"{kappa:9.4f} {k_end:3d} {bounds[kind][-1]:4d}")
        if kind == "metal" and L == 80.0:
            _, short, _ = long_anderson(El, bl, pl, wl, k_end, depth=2)
            lag = np.linalg.norm(S @ (b - E @ to_float(nxt[5]))) / ra[5]
            assert short[-1] > 1.01 * ra[-1]
            saved = (k_end, ra[-1] / ra[0], short[-1] / ra[0], lag,
                     rd[-1] / rd[0])
            for other in (0.2, 0.8):
                po = to_long(other * p)
                xo, _, _ = long_anderson(El, bl, po, wl, k_end)
                assert long_norm(xo[-1] - xg[-1], wl) / scale < 1e-12

cap_ins = chebyshev_count((1 + polar * high) / (1 + polar * low))
cap_ker = chebyshev_count(high / low)
growth = counts["metal"][-1] / counts["metal"][0]
bound_growth = bounds["metal"][-1] / bounds["metal"][0]
assert np.all(np.diff(counts["metal"]) > 0)
assert growth < bound_growth
assert max(counts["insulator"]) <= cap_ins
assert max(counts["kerker"]) <= cap_ker
print(f"Metal, 160 bohr to 20 bohr, ratio of steps: {growth:.2f}")
print(f"Metal, 160 bohr to 20 bohr, ratio of bounds: {bound_growth:.2f}")
print(f"Size-independent step bound, insulator: {cap_ins}")
print(f"Size-independent step bound, Kerker metal: {cap_ker}")
print(f"Largest relative Anderson-GMRES difference, {BITS} bits: {worst:.1e}")
print("Largest relative drift from the long GMRES iterates:")
print(f"  Anderson in double precision: {drift_mix:.1e}")
print(f"  GMRES in double precision: {drift_gmres:.1e}")
print(f"Metal, 80 bohr, after {saved[0]} steps:")
print(f"  relative residual, full history: {saved[1]:.2e}")
print(f"  same in double precision: {saved[4]:.2e}")
print(f"  relative residual, last 3 densities: {saved[2]:.2e}")
print(f"  input 6 residual / minimised residual 5: {saved[3]:.3f}")
print("checks complete")
```

Output:

```
General problem: dimension 12, steps 7
  max |average - GMRES iterate| = 1.5e-14
  max |next input - (GMRES + P r)| = 5.5e-15
  relative |input 3 - GMRES iterate 3| = 0.0503
  Pulay: max |next input - (GMRES + r)| = 2.0e-15
Distinct eigenvalues 1, 2, 5, 9 in dimension 12:
  relative residual, step 3: 1.34e-01
  relative residual, step 4: 5.6e-15
Six eigenvalues from 1.00 to 2.00:
  companion, GMRES residual, step 5: 1.000
  companion, GMRES residual, step 6: 1.3e-14
  companion, Anderson residual, step 8: 1.000
  symmetric, GMRES residual, step 5: 1.50e-04
Model: mean k^2 = 1.0 bohr^-2, mean 4 pi a = 5.0
  modulation 0.5, period 5.0 bohr, beta 0.5
  potential: height 0.1 hartree, Gaussian width 1 bohr
  target relative residual 1e-06
kind, L/bohr, lambda_min, lambda_max, kappa, steps, bound
  metal        20  1.0178   11.2365   11.0398   8   24
  metal        40  1.0180   41.6127   40.8756  12   46
  metal        80  1.0181  163.1943  160.2881  17   92
  metal       160  1.0182  649.5350  637.9389  25  184
  insulator    20  3.5073    8.4927    2.4214   9   10
  insulator    40  3.5019    8.4981    2.4267   9   10
  insulator    80  3.5005    8.4995    2.4281   9   10
  insulator   160  3.5001    8.4999    2.4285   9   10
  kerker       20  0.7741    1.2259    1.5837   6    7
  kerker       40  0.7729    1.2271    1.5877   6    7
  kerker       80  0.7725    1.2275    1.5890   6    7
  kerker      160  0.7724    1.2276    1.5893   6    7
Metal, 160 bohr to 20 bohr, ratio of steps: 3.12
Metal, 160 bohr to 20 bohr, ratio of bounds: 7.67
Size-independent step bound, insulator: 10
Size-independent step bound, Kerker metal: 12
Largest relative Anderson-GMRES difference, 400 bits: 6.1e-105
Largest relative drift from the long GMRES iterates:
  Anderson in double precision: 3.9e-02
  GMRES in double precision: 1.6e-03
Metal, 80 bohr, after 17 steps:
  relative residual, full history: 4.15e-07
  same in double precision: 4.15e-07
  relative residual, last 3 densities: 8.48e+03
  input 6 residual / minimised residual 5: 1.671
checks complete
```
